# Berry Phase and Wannier Centre of an Isolated One-Dimensional Band

## Statement

An electron moves on a line in a real, bounded potential of period $a$, with $H=p^2/2m+V(x)$. Let $G=2\pi/a$. Consider one non-degenerate band, separated by a gap from its neighbours at every wave number $k$. Its Bloch functions are $\psi_k(x)=e^{ikx}u_k(x)$, where $u_k(x+a)=u_k(x)$. The inner product over a cell is
$$\langle f|g\rangle=\int_0^a f^*(x)g(x)\,dx,\qquad \langle u_k|u_k\rangle=1.$$

A choice of the phases of $\psi_k$ is called a gauge. It is smooth and periodic if $u_k$ is smooth in $k$ and
$$\psi_{k+G}=\psi_k,\qquad\text{that is,}\qquad u_{k+G}(x)=e^{-iGx}u_k(x).$$
In such a gauge define the connection $A$, the Berry phase $\varphi$, the Wannier function $w$ and its centre $\bar x$ by
$$A(k)=i\langle u_k|\partial_k u_k\rangle,\qquad \varphi=\int_0^G A(k)\,dk,$$
$$w(x)=\frac{a}{2\pi}\int_0^G\psi_k(x)\,dk,\qquad \bar x=\int_{-\infty}^{\infty}x|w(x)|^2dx.$$

**Theorem.** A smooth periodic gauge exists. In every such gauge
$$\boxed{\varphi=\frac{2\pi}{a}\,\bar x .}$$
A change to another smooth periodic gauge adds $2\pi m$ to $\varphi$ and $ma$ to $\bar x$, with the same integer $m$. Hence the Berry phase of the band equals $2\pi/a$ times its Wannier centre modulo $2\pi$, whichever smooth periodic gauge is used on either side.

The connection is real: differentiating $\langle u_k|u_k\rangle=1$ gives $2\,\mathrm{Re}\langle u_k|\partial_ku_k\rangle=0$. Both sides of the theorem refer to the same origin of $x$.

## Lemma 1: a smooth periodic gauge exists

The functions $u_k$ are eigenfunctions of $H_k=e^{-ikx}He^{ikx}=(p+\hbar k)^2/2m+V$, acting on cell-periodic functions. This operator is a polynomial in $k$. Because of the gap, a contour $C$ can enclose the band energy at $k$ and no other eigenvalue, and the same contour serves for nearby $k$. The projector
$$P_k=\frac{1}{2\pi i}\oint_C (z-H_k)^{-1}dz$$
is therefore smooth in $k$.

Near any $k_0$, a smooth normalised eigenfunction is $v_k=P_kv_{k_0}/\|P_kv_{k_0}\|$. Put $\tilde u_k=e^{i\theta(k)}v_k$. Then
$$i\langle\tilde u_k|\partial_k\tilde u_k\rangle=i\langle v_k|\partial_kv_k\rangle-\theta'(k).$$
Choosing $\theta'=i\langle v_k|\partial_kv_k\rangle$, which is real, makes the connection of $\tilde u_k$ vanish. This is parallel transport.

Two parallel-transported families of the same band differ by a phase $e^{i\gamma(k)}$. Their connections differ by $-\gamma'$, and both are zero, so $\gamma$ is constant. Local pieces can thus be matched by constant phases and joined into one smooth family on the whole $k$ line.

Now compare neighbouring zones. Since $H_{k+G}=e^{-iGx}H_ke^{iGx}$, both $\tilde u_{k+G}$ and $e^{-iGx}\tilde u_k$ belong to the band at $k+G$. Both are parallel-transported, because the factor $e^{-iGx}$ does not depend on $k$ and cancels in the inner product. They differ by a constant phase:
$$\tilde u_{k+G}=e^{i\varphi_0}e^{-iGx}\tilde u_k .$$
Spread this mismatch over the zone by setting $u_k=e^{-i\varphi_0k/G}\tilde u_k$. Then
$$u_{k+G}=e^{-i\varphi_0k/G}e^{-i\varphi_0}\,e^{i\varphi_0}e^{-iGx}\tilde u_k=e^{-iGx}u_k,$$
so the gauge is smooth and periodic. Its connection is
$$A=i\left(-\frac{i\varphi_0}{G}\right)=\frac{\varphi_0}{G},$$
a constant, and its Berry phase is $\varphi=\varphi_0$. The Berry phase is the mismatch left by parallel transport across the zone. $\square$

## Lemma 2: inner products on the line

Let $f_k(x)$ and $g_k(x)$ be cell-periodic in $x$ and continuous in $k$ on $[0,G]$. Define
$$F(x)=\frac{a}{2\pi}\int_0^Ge^{ikx}f_k(x)\,dk,$$
and $K(x)$ in the same way from $g_k$. Then
$$\int_{-\infty}^{\infty}F^*(x)K(x)\,dx=\frac{a}{2\pi}\int_0^G\langle f_k|g_k\rangle\,dk .$$

**Proof.** Write $x=y+na$ with $0\le y<a$ and $n$ an integer. Since $f_k(y+na)=f_k(y)$,
$$F(y+na)=\frac1G\int_0^Ge^{ikna}\left[e^{iky}f_k(y)\right]dk .$$
For fixed $y$ these numbers are the Fourier coefficients, on an interval of length $G$, of the function in brackets. Parseval's identity gives
$$\sum_nF^*(y+na)K(y+na)=\frac1G\int_0^Gf_k^*(y)g_k(y)\,dk,$$
where the factors $e^{\mp iky}$ have cancelled. Integrating over $y$ from $0$ to $a$ turns the left side into an integral over the line and the right side into the stated result. $\square$

With $f=g=u$ the lemma gives $\int|w|^2dx=1$. The translate $w(x-pa)$ arises from $e^{-ikpa}u_k$, so
$$\int w^*(x)w(x-pa)\,dx=\frac{a}{2\pi}\int_0^Ge^{-ikpa}dk=\delta_{p0}.$$

Parseval's identity at a fixed point also gives $\sum_n|w(x-na)|^2=(a/2\pi)\int_0^G|\psi_k(x)|^2dk$. The right side is the density of the filled band for one spin. The translated Wannier densities therefore divide the density of the band into localised pieces of one electron each, and $\bar x$ is the mean position of one piece.

## Lemma 3: position acting on the Wannier function

In a smooth periodic gauge,
$$x\,w(x)=\frac{a}{2\pi}\int_0^Ge^{ikx}\,i\partial_ku_k(x)\,dk .$$

**Proof.** Use $xe^{ikx}=-i\partial_ke^{ikx}$ and integrate by parts:
$$xw(x)=\frac{a}{2\pi}\int_0^G\left(-i\partial_ke^{ikx}\right)u_k\,dk
=\frac{a}{2\pi}\left\{\left[-i\psi_k(x)\right]_0^G+\int_0^Ge^{ikx}\,i\partial_ku_k\,dk\right\}.$$
The bracket is $-i(\psi_G-\psi_0)$, which vanishes because the gauge is periodic. $\square$

By Lemma 2, $xw$ is square integrable, with squared norm $(a/2\pi)\int_0^G\|\partial_ku_k\|^2dk$. Since $w$ is square integrable too, the Cauchy–Schwarz inequality shows that $\int|x||w|^2dx$ is finite. The centre is thus well defined.

## Proof of the theorem

Lemma 1 supplies the gauge. Apply Lemma 2 with $f_k=u_k$ and $g_k=i\partial_ku_k$. By Lemma 3 the corresponding functions on the line are $w$ and $xw$. Therefore
$$\bar x=\int_{-\infty}^{\infty}w^*(x)\,xw(x)\,dx=\frac{a}{2\pi}\int_0^Gi\langle u_k|\partial_ku_k\rangle\,dk=\frac{a}{2\pi}\varphi .$$
Multiplication by $2\pi/a$ gives the boxed equality.

Because the band is non-degenerate, any other smooth periodic gauge has the form $u_k'=e^{-i\beta(k)}u_k$ with $\beta$ real and smooth. Periodicity of both gauges requires $e^{-i\beta(k+G)}=e^{-i\beta(k)}$, hence $\beta(k+G)=\beta(k)+2\pi m$. The new connection is
$$A'=i\langle u_k|\partial_ku_k\rangle+i(-i\beta')=A+\beta',$$
so that
$$\varphi'=\varphi+\beta(G)-\beta(0)=\varphi+2\pi m .$$
The equality already proved holds in the new gauge as well, so $\bar x'=a\varphi'/2\pi=\bar x+ma$. $\square$

For $\beta=mka$ the new function is $w'(x)=w(x-ma)$, a plain translation. A general $\beta$ also changes the shape of $w$, but its centre can move by whole lattice constants alone.

## Remarks on meaning and limits

**Deep wells.** Suppose that each cell holds a normalised orbital $\chi(x-na)$ and that orbitals in different cells do not overlap. The Bloch sum has
$$u_k(x)=\sum_ne^{-ik(x-na)}\chi(x-na),\qquad i\partial_ku_k=\sum_n(x-na)e^{-ik(x-na)}\chi(x-na).$$
All cross terms vanish, so $A(k)=\int x|\chi|^2dx$ for every $k$. In this limit the connection is the position of the orbital. With overlap, $A$ may vary with $k$, and its zone average is the centre of the Wannier function, which need not coincide with the centre of $\chi$.

**Free electrons.** For $V=0$ the gap closes and the theorem does not apply. Taking the lowest band as $e^{iqx}/\sqrt a$ with $|q|<G/2$ gives
$$w(x)=\frac{a}{2\pi}\int_{-G/2}^{G/2}\frac{e^{iqx}}{\sqrt a}\,dq=\sqrt a\,\frac{\sin(\pi x/a)}{\pi x}.$$
Here $x|w|^2$ falls as $1/x$ apart from an oscillation, and is not absolutely integrable.

**A gauge that is not periodic.** Start from a smooth periodic gauge and multiply $\psi_k$ on $[0,G]$ by $e^{-iska}$, with $s$ not an integer. The open integral of $A$ becomes $\varphi+2\pi s$, which depends on the arbitrary number $s$ and no longer equals $\varphi$ modulo $2\pi$. The boundary term of Lemma 3 now survives:
$$xw'(x)=-\frac{ia}{2\pi}\left(e^{-2\pi is}-1\right)\psi_0(x)+r(x),$$
where $r$ is square integrable by Lemma 2. The Bloch function $\psi_0$ does not decay, and $|e^{-2\pi is}-1|=2|\sin\pi s|$. Thus $|x||w'|^2$ contains the term $(a/\pi)^2\sin^2(\pi s)\,|\psi_0|^2/|x|$, whose integral diverges logarithmically. The terms containing $r$ have finite integrals at large $|x|$ and cannot cancel it.

A value can still be obtained by cutting the integral off, but it depends on the cut-offs. The average of $|\psi_0|^2$ over a cell is $1/a$, so moving the upper limit from $L$ to $bL$ at large $L$ adds $(a/\pi^2)\sin^2(\pi s)\ln b$. Periodicity is therefore part of the definition of the centre.

**Origin and inversion.** If the crystal is moved by $d$, then $w(x)$ becomes $w(x-d)$. The centre gains $d$ and the phase gains $2\pi d/a$. If the crystal is inverted, $w(-x)$ is a Wannier function of the new crystal, and $\varphi$ changes sign modulo $2\pi$. When $V(-x)=V(x)$ the band is its own mirror image, so $2\varphi=0$ modulo $2\pi$, and $\varphi$ is $0$ or $\pi$ modulo $2\pi$.

**Spread.** Split $i\partial_ku_k=A\,u_k+q_k$ with $q_k$ orthogonal to $u_k$. With $\overline{(\cdots)}$ for the zone average, the squared norm of $xw$ gives
$$\int x^2|w|^2dx-\bar x^2=\overline{\|q_k\|^2}+\overline{A^2}-\left(\overline A\right)^2 .$$
A gauge change multiplies $q_k$ by a phase, so the first term is gauge independent. The rest is the variance of $A$ over the zone, which is zero when $A$ is constant. The gauge built in Lemma 1 therefore has the smallest spread.

## The phase from a finite mesh

Numerical eigenfunctions come with arbitrary phases at each $k$. Let $k_j=jh$ with $h=G/N$, and close the chain with $u_N=e^{-iGx}u_0$. The mesh phase is
$$\varphi_N=-\,\mathrm{Im}\ln\prod_{j=0}^{N-1}\langle u_j|u_{j+1}\rangle .$$
Each $u_j$ occurs once as a bra and once as a ket, so its phase cancels. This includes $u_0$, because the closing state carries the same phase. One may therefore evaluate the error in a smooth periodic gauge.

For a link with midpoint $q$, let $\eta(q,h)=-\mathrm{Im}\ln\langle u_{q-h/2}|u_{q+h/2}\rangle$. Reversing $h$ conjugates the overlap, so $\eta$ is odd in $h$. Its first derivative at $h=0$ follows from
$$\partial_h\langle u_{q-h/2}|u_{q+h/2}\rangle\Big|_{h=0}=-\tfrac12\langle\partial u|u\rangle+\tfrac12\langle u|\partial u\rangle=\langle u|\partial u\rangle=-iA(q),$$
where $\langle\partial u|u\rangle=-\langle u|\partial u\rangle$ was used. Hence
$$\eta(q,h)=A(q)h+B(q)h^3+O(h^5)$$
with some smooth periodic $B$. The midpoint sum of the smooth periodic function $A$ differs from its integral by less than any power of $h$. The cubic terms add up to $h^2\int_0^GB\,dk$ at leading order. The error of $\varphi_N$ thus falls as $1/N^2$, unless that integral vanishes.

## Worked example

Take the model potential
$$V(x)=-V_1\cos(Gx)-V_2\sin(2Gx),\qquad a=0.5\ \text{nm},\quad V_1=4\ \text{eV},\quad V_2=3\ \text{eV}.$$
The kinetic energy at wave number $G$ is $6.02$ eV. The smallest direct gap is $3.99$ eV between bands 1 and 2, and $2.76$ eV between bands 2 and 3, so the two lowest bands are isolated.

**Two evaluations.** For band 1 the overlap product, with its leading mesh error removed, gives $\varphi=0.2517$ rad. The real-space integral of $x|w|^2$ gives $\bar x=0.02003$ nm. Here $w$ is taken in the gauge of Lemma 1, which is itself closed with the overlap phase; a gauge that does not use the overlaps follows below. The theorem then requires
$$\frac{2\pi\times0.02003\ \text{nm}}{0.5\ \text{nm}}=0.2517\ \text{rad},$$
in agreement. The sign is plausible for the lowest band: $V'(0)=-2GV_2$ is negative, so near the origin the potential falls towards positive $x$. This slope does not settle the sign for higher bands, as band 2 shows.

For band 2 the overlap product gives $-1.4421$ rad and the centre is $-0.2295\,a$, for which $2\pi\times(-0.2295)=-1.442$ rad. Each band has its own centre, although both belong to the same potential.

**Changing the gauge.** A second gauge for band 1 makes $\psi_k(x_0)$ real and positive at $x_0=0.1\,a$. It is smooth and periodic, since $|\psi_k(x_0)|$ never falls below $1.58\,a^{-1/2}$ on the mesh. The direct integral of the connection is again $0.2517$ rad and the centre again $0.0401\,a$.

Applying $\beta=ka+0.8\sin(ka)$ to this gauge changes the integral to $6.5349$ rad, which is $0.2517+2\pi$, and the centre to $1.0401\,a$. Phase and centre move together, and within each gauge they agree without any reduction modulo $2\pi$.

The spreads follow the formula above. The gauge of constant $A$ gives $0.02984\,a^2$, and the gauge fixed at $x_0$ gives $0.02994\,a^2$. The difference, $0.00010\,a^2$, is the variance of $A$ in the latter. The further change adds $\beta'=a+0.8\,a\cos(ka)$ to $A$. The cosine alone has variance $0.8^2a^2/2=0.32\,a^2$, so without correlation the spread would be $0.350\,a^2$. The computed value is $0.361\,a^2$. The remaining $0.011\,a^2$ is twice the covariance of the old connection with the added cosine. By the Cauchy–Schwarz inequality it can be at most $2\sqrt{0.32\times0.00010}\,a^2\approx0.011\,a^2$. The bound is nearly reached, so the varying part of the old connection is nearly proportional to $\cos(ka)$.

**The slow tail.** Start from the periodic gauge fixed at $x_0$ and multiply by $e^{-iska}$ with $s=0.3$. The function at $x_0+na$ is then the zone average of $e^{i(n-s)ka}\psi_k(x_0)$. One integration by parts gives the leading magnitude
$$|w'(x_0+na)|\simeq\frac{|\psi_0(x_0)|\sin(\pi s)}{\pi(n-s)} .$$
At $n=10$ this predicts $0.0420\,a^{-1/2}$, and the computed value is $0.0419\,a^{-1/2}$. At $n=20$ the values are $0.0207$ and $0.0205\,a^{-1/2}$. In the periodic gauge the function at $n=10$ is already down to $5\times10^{-11}\,a^{-1/2}$.

The small deficit comes largely from the mesh of 400 intervals. With $\nu=n-s$ and $\delta=2\pi/400$, the trapezoidal rule multiplies the integral of $e^{i\nu ka}$ by $(\nu\delta/2)\cot(\nu\delta/2)\approx1-(\nu\delta)^2/12$. For $n=20$ this is a reduction of $0.8\%$, which is the deficit found.

**Mesh error.** The error of the overlap product for band 1, relative to the phase obtained from the real-space centre, is $5.0\times10^{-4}$ rad for $N=10$ and $1.9\times10^{-6}$ rad for $N=160$. Doubling $N$ from 80 to 160 divides it by $4.00$, as the $1/N^2$ law requires.

**Translation and inversion.** Moving the crystal by $0.2\,a$ gives $1.5083$ rad, which is $0.2517+0.4\pi$. Reversing $V_2$ inverts the crystal and gives $-0.2517$ rad. With $V_2=0$ the phase is $0$ when the well is at the origin and $\pi$ in magnitude when it is at $a/2$. These two cases are the same crystal seen from different origins.

**Reading as a dipole.** If band 1 is filled with both spins, each cell carries the charge $-2e$ centred at $\bar x$. Its electronic dipole is
$$-2e\bar x=-\frac{ea}{\pi}\varphi,$$
defined modulo $2ea$ when both spins are given the same gauge. A gauge change for one spin alone shifts it by a multiple of $ea$. Between the crystal with $-V_2$ and that with $+V_2$ the centre changes by $2\times0.02003=0.0401$ nm, modulo $a$. The electronic dipole per cell changes by $-0.080\,e\,$nm, modulo $1.0\,e\,$nm for a gauge common to both spins. The two end states alone do not fix the integer. For that the centre must be followed continuously along a path on which the gap stays open. The dipole of the ions has to be added to obtain the total, and in a neutral cell the dependence on the origin then cancels.

The numerical output below lists the values to more digits.

## Table of computed values

```
lattice constant a = 0.500 nm
V1 = 4.0 eV, V2 = 3.0 eV
kinetic energy at wave number G = 6.0165 eV
smallest direct gap, bands 1-2 = 3.9904 eV
smallest direct gap, bands 2-3 = 2.7614 eV
band 1: Berry phase from overlaps = 0.251706 rad
band 1: Wannier centre = 0.040060 a
band 1: Wannier centre = 0.020030 nm
band 1: 2 pi centre / a = 0.251706 rad
band 1: spread <x^2>-<x>^2 = 0.029836 a^2
band 2: Berry phase from overlaps = -1.442078 rad
band 2: Wannier centre = -0.229514 a
band 2: Wannier centre = -0.114757 nm
band 2: 2 pi centre / a = -1.442078 rad
band 2: spread <x^2>-<x>^2 = 0.107524 a^2
point gauge: x0 = 0.10 a, min |psi_k(x0)| = 1.5832 a^-1/2
point gauge: connection integral = 0.251706 rad
point gauge: centre = 0.040060 a, spread = 0.029937 a^2
rewound gauge: connection integral = 6.534892 rad
rewound gauge: centre = 1.040060 a, spread = 0.361232 a^2
ripple amplitude in rewound gauge = 0.8 rad
largest error of the x w identity = 2.9e-10 a^1/2
overlap of w with its neighbour = 4.8e-17
non-periodic gauge: s = 0.3
|w(x0+10a)|: periodic 5.0e-11, not periodic 0.04194 a^-1/2
  predicted 1/x tail = 0.04203 a^-1/2
|w(x0+20a)|: periodic 1.6e-16, not periodic 0.02053 a^-1/2
  predicted 1/x tail = 0.02070 a^-1/2
overlap product, N = 10: error = 4.97e-04 rad
overlap product, N = 20: error = 1.24e-04 rad
overlap product, N = 40: error = 3.10e-05 rad
overlap product, N = 80: error = 7.76e-06 rad
overlap product, N = 160: error = 1.94e-06 rad
error ratio, N = 80 to 160: 4.000
crystal moved by 0.2 a: phase = 1.508344 rad
V2 reversed: phase = -0.251707 rad
V2 = 0, well at x = 0: |phase| = 0.000000 rad
V2 = 0, well at x = a/2: |phase| = 3.141593 rad
```
